Baum–Welch rates for telegraph noise, and the bias from fast events

A trap in a memory cell captures and releases an electron, and the read current jumps between two levels. The direct way to measure its rates is to draw a line halfway between the levels, count the crossings and divide by the time spent on each side. This fails in two ways. Noise pushes single readings across the line, and an isolated misreading in the middle of a long dwell adds two transitions that never happened. Switching that is fast compared with the sampling interval hides real transitions, because a trap that fills and empties between two readings leaves no mark. In a simulated record described below, the trap made 21606 transitions, but its state at the sampling instants changed only 16916 times. Even without noise, 22 % of the events were lost.

The two errors have opposite signs and different origins, so moving the line does not cure both. Noise calls for probabilities in place of decisions. Hidden events call for a correct relation between what happens in continuous time and what can change from one sample to the next.

**What one sampling interval can reveal**

Let state 0 be the empty trap, with mean current μ₀, and state 1 the filled trap, with lower mean current μ₁. The capture rate k_c takes 0 to 1 and the emission rate k_e takes 1 to 0. Both are constant in time. Write s = k_c + k_e, and let Δt be the sampling interval and x = sΔt. The probability q(t) that the trap is filled obeys

dq/dt = k_c(1 − q) − k_e q = k_c − s q.

Its solution is q(t) = p + [q(0) − p]e^(−st), with p = k_c/s the stationary filled probability. Starting empty, q(0) = 0, gives the first transition probability over Δt; starting filled and taking 1 − q gives the second:

P₀₁ = (k_c/s)(1 − e^(−x)),  P₁₀ = (k_e/s)(1 − e^(−x)).

The naive rates P₀₁/Δt and P₁₀/Δt are therefore both too small by the factor

r = (1 − e^(−x))/x.

The same factor describes the lost events. True transitions occur at the rate (1 − p)k_c + p k_e = 2k_c k_e/s. Changes between successive samples have probability (1 − p)P₀₁ + pP₁₀ = 2(k_c k_e/s²)(1 − e^(−x)) per interval. Dividing this by the mean number of true transitions per interval, 2k_c k_eΔt/s, gives r.

If P₀₁ and P₁₀ are known, the average loss can be undone. Adding the two probabilities gives

λ ≡ 1 − P₀₁ − P₁₀ = e^(−x),

and hence

s = −ln λ/Δt,  k_c = sP₀₁/(P₀₁ + P₁₀),  k_e = sP₁₀/(P₀₁ + P₁₀).

This requires 0 < λ < 1. If an estimate gives λ ≤ 0, no pair of constant rates produces that matrix. The task is now to estimate P from noisy readings.

**From decisions to a sum over paths**

Suppose first that each reading samples the state at an instant, y_n = μ_(h_n) + noise, where h_n is the hidden state and the noise is Gaussian, independent between samples, with standard deviation σ. Let b_j(y) be the Gaussian density with mean μ_j, and π_j the initial state probability. Because the trap is Markovian, the likelihood of N readings is

L = Σ over h₀…h_(N−1) of π_(h₀) b_(h₀)(y₀) ∏_(n≥1) P_(h_(n−1)h_n) b_(h_n)(y_n).

No reading is assigned to a state; every path contributes with its weight. There are 2^N paths, but those ending in the same state can be merged. With a_n(j) the joint density of y₀…y_n and h_n = j,

a_n(j) = b_j(y_n) Σ_i a_(n−1)(i)P_ij,  L = Σ_j a_(N−1)(j).

This needs a number of operations proportional to N, but it fails on a computer. The a_n are products of many densities and shrink roughly exponentially here. For one simulated segment of 300 readings in nA, ln L = −969, whereas the smallest positive double-precision number is about e^(−744). The recursion returns zero. Another current unit shifts ln L by an amount proportional to N. This can postpone the failure, but the unit would have to be matched to the data.

The cure is to normalize at each step. Define α_n(j) as the probability of h_n = j given y₀…y_n. Then

α_n(j) = b_j(y_n) Σ_i α_(n−1)(i)P_ij / c_n,

where c_n makes Σ_jα_n(j) = 1. At n = 0 the sum is replaced by π_j. The normalizer c_n is the density of y_n given all earlier readings, so by the chain rule for probabilities

ln L = Σ_n ln c_n,  a_n(j) = α_n(j) ∏_(m≤n) c_m.

Later readings also carry information about h_n. Let β_n(i) be the density of y_(n+1)…y_(N−1) given h_n = i, divided by ∏_(m>n)c_m. Splitting off the next step gives

β_n(i) = Σ_j P_ij b_j(y_(n+1)) β_(n+1)(j)/c_(n+1),  β_(N−1)(i) = 1.

The joint density of the whole record and h_n = i is α_n(i)β_n(i) times the product of all c_m, which is L. Division by L gives the posterior probability

γ_n(i) = α_n(i)β_n(i).

For the pair h_n = i, h_(n+1) = j, the scale factors cover every reading except y_(n+1), so one factor remains:

ξ_n(i,j) = α_n(i)P_ij b_j(y_(n+1))β_(n+1)(j)/c_(n+1).

**Updating the parameters**

These posteriors depend on the parameters θ = (π, P, μ, σ) that we want to find. Let w(h) be the posterior probability of a path h under the current θ. For any new θ′,

ln[L(θ′)/L(θ)] = ln Σ_h w(h) p(h,y|θ′)/p(h,y|θ) ≥ F(θ′) − F(θ),

F(θ′) = Σ_h w(h) ln p(h,y|θ′).

The inequality is Jensen's, since the logarithm is concave. Maximizing F therefore cannot lower L. Apart from a constant,

F = Σ_jγ₀(j)ln π_j + Σ_ij N_ij ln P_ij − Σ_n,j γ_n(j)[ln σ + (y_n − μ_j)²/(2σ²)],

with N_ij = Σ_nξ_n(i,j), the expected number of i-to-j steps. Under the constraint Σ_jP_ij = 1, a Lagrange multiplier ν_i gives N_ij/P_ij = ν_i, and summing over j fixes ν_i. Setting the derivatives with respect to μ_j and σ to zero gives the rest:

P_ij = N_ij/Σ_k N_ik,  π_j = γ₀(j),
μ_j = Σ_nγ_n(j)y_n / Σ_nγ_n(j),
σ² = (1/N) Σ_n,j γ_n(j)(y_n − μ_j)².

For several independent segments, the sums run over all of them and π_j is the average of γ₀(j). Computing the posteriors and applying these updates in turn is Baum–Welch iteration.

At θ′ = θ the derivatives of ln L and F agree, because ∂L/∂θ′ divided by L is Σ_h w(h)∂ln p(h,y|θ′)/∂θ′. A fixed point in the interior of the parameter range is thus a stationary point of the likelihood. It need not be the highest one, so the start matters. Here the levels start one standard deviation of the record above and below its mean, σ starts at half that deviation, and each state starts with probability 0.8 of persisting. The upper level is labelled empty.

The rates need no separate fit. Within 0 < λ < 1, P and (k_c, k_e) determine each other, so the rates at a likelihood maximum follow from the logarithm above.

**A trap with half a relaxation time per sample**

Take k_c = 300 s⁻¹, k_e = 200 s⁻¹ and Δt = 1 ms, so x = 0.5 and p = 0.6. The levels are 100 and 90 nA, with σ = 4 nA. Exponential dwell times generate 300 segments of 300 readings. The formula gives r = 0.787; the counts quoted at the start give 16916/21606 = 0.783.

Baum–Welch finds P₀₁ = 0.2362 and P₁₀ = 0.1529. Hence λ = 0.6109 and

s = −ln(0.6109)/(1 ms) = 493 s⁻¹,
k_c = 493 × 0.2362/0.3891 = 299 s⁻¹,  k_e = 194 s⁻¹.

The standard errors are 6, 4 and 3 s⁻¹. They come from the inverse of the negative matrix of second derivatives of ln L, found by finite differences with π held fixed. The emission rate lies about two standard errors below its true value. The naive sum of rates, 0.3891/(1 ms) = 389 s⁻¹, is low by far more than the statistical error.

Keeping every m-th reading offers a partial test on real data, where the truth is unknown. The reduced record has transition matrix P^m, so the logarithmic rate should stay constant within error while the naive one falls:

m = 1: s = 493 ± 6 s⁻¹, naive 389 s⁻¹
m = 2: s = 500 ± 9 s⁻¹, naive 316 s⁻¹
m = 4: s = 493 ± 18 s⁻¹, naive 215 s⁻¹

These fits share data and are not independent confirmations. Nor does a constant rate prove that the rate is right: the biased rate from the averaging detector described below rises by only a few per cent from m = 1 to m = 4, comparable with the statistical error of a record of this length, although the bias itself exceeds 10 %. The price of sparse sampling follows from λ = e^(−x): a small error δλ produces |δs|/s = |δλ|e^x/x. This factor is smallest at x = 1 and grows almost exponentially beyond it. From m = 1 to m = 4, x rises from 0.5 to 2 and the factor only from 3.3 to 3.7, so most of the larger error here comes from a larger δλ. For x ≫ 1 successive states are nearly independent, the naive sum tends to 1/Δt whatever the trap does, and the information about s disappears. Only the ratio k_c/k_e can still be found, from the filled fraction. For x ≪ 1 the naive and logarithmic rates agree, but a record of fixed number of samples then contains few transitions.

**When the detector averages**

Many detectors integrate the current over the sampling interval. The reading is then

y_n = μ₀ − A f_n + noise,  A = μ₀ − μ₁,

where f_n is the fraction of the interval spent filled. A transition inside the interval gives an intermediate current, which the two-level model does not contain. To isolate this effect, the same trap paths and the same noise values are used again, with only the instantaneous state replaced by f_n:

σ = 4 nA: s = 493 s⁻¹ (point), 414 s⁻¹ (average)
σ = 1 nA: s = 503 s⁻¹ (point), 442 s⁻¹ (average)

Averaging lowers the fitted rate by 16 % and 12 %, relative to the point-sampled fit. The logarithm has been applied in every case, so it does not remove this error. At the lower noise the fitted σ is 1.54 nA instead of 1 nA: the fit absorbs intermediate currents as extra noise.

A simpler classifier shows how averaging can hide additional events. Neglect noise, call a reading filled if f_n > 1/2, and take x ≪ 1. Consider an isolated dwell of length uΔt with u < 1, placed at random relative to the sampling grid. Point sampling misses it with probability 1 − u. With averaging, it is missed for certain if u < 1/2. If 1/2 < u < 1, it lies within one interval with probability 1 − u and is then seen. Otherwise a boundary cuts it into parts v and u − v, and it is missed if both are below 1/2, that is for u − 1/2 < v < 1/2. This range has length 1 − u, which is the probability of a miss.

Filled and empty dwells each begin at the rate J = k_c k_e/s. To leading order, those with scaled length between u and u + du occur at the rates Jk_eΔt du and Jk_cΔt du. Each missed dwell removes two transitions, out of a total rate 2J. The lost fraction is therefore x times the integral of the miss probability:

point: x∫₀¹(1 − u)du = x/2,
average: x[1/2 + ∫_(1/2)^1(1 − u)du] = 5x/8.

A simulation of 199999 transitions at x = 0.05 gives lost fractions of 0.48x and 0.62x. The counting scatter is about 0.01x, because roughly 2400 to 3100 dwells are missed and each removes two transitions.

For an isolated transition, placed at random in its interval, the half-height rule gives the right filled time on average. Only dwells shorter than about one interval can shift the filled fraction of the classified readings, and they occupy a share of the time of order x², so this fraction is p up to order x². The probability of a classified change per interval is 2JΔt(1 − 5x/8) = 2p(1 − p)x(1 − 5x/8), half of it in each direction. Dividing one half by 1 − p and the other by p, and adding, gives the apparent P₀₁ + P₁₀, which is D = x(1 − 5x/8) to second order. Taking the logarithm gives

−ln(1 − D) ≈ D + D²/2 ≈ x − 5x²/8 + x²/2 = x(1 − x/8).

The logarithm repairs the x/2 loss of point sampling and leaves the extra x/8. At x = 0.5 this leading-order result would be a 6 % reduction, about half of what the Gaussian fit shows at 1 nA. The fit is not a half-height classifier, so this result shows that averaging can leave a bias but does not predict its size in the fit.

**A rate estimate that survives averaging**

The covariance of the readings provides a separate estimate of s. A trap filled now is filled a time τ later with probability p + (1 − p)e^(−sτ). The covariance of the instantaneous current is therefore V e^(−s|τ|), with V = A²p(1 − p). Averaging over two intervals n ≥ 1 steps apart gives

C_n = V e^(−nx) ∫₀¹e^(−xu)du ∫₀¹e^(xv)dv
 = V e^(−nx)(1 − e^(−x))(e^x − 1)/x²
 = V g e^(−nx),  g = 2(cosh x − 1)/x².

White noise does not contribute for n ≥ 1. Averaging changes the amplitude but not the decay, so

s = ln(C₁/C₂)/Δt.

Applied to the averaged record at 1 nA noise, this gives 496 ± 6 s⁻¹, with the error from leaving out one segment at a time. Baum–Welch gave 442 s⁻¹ from the same readings. Such a disagreement warns that some assumption of the model fails; here it is the assumption that each reading samples one level. The covariance ratio yields s alone, however, and does not separate k_c from k_e.

One can ask whether a point-sampled model with adjusted step and noise could reproduce all these covariances. At zero lag, the trap's part of the variance is

C₀ = 2V∫₀¹(1 − w)e^(−xw)dw = 2V(x − 1 + e^(−x))/x².

A point-sampled trap with the same s and p and with step A√g has the right covariance at every n ≥ 1. Its trap variance Vg exceeds C₀ by

Vg − C₀ = 2V(cosh x − x − e^(−x))/x² = 2V(sinh x − x)/x².

Here V = 24 nA² and the excess is 4.05 nA². Reducing the noise variance from 16 to 11.95 nA² makes all second moments agree, with a step of 10.10 nA and σ = 3.46 nA. Yet the Baum–Welch fit chose a step of 9.23 nA, σ = 4.03 nA and s = 414 s⁻¹ instead of 500 s⁻¹. The likelihood also responds to higher moments, and agreement of the second moments does not protect the rates. At σ = 1 nA the required noise variance would be −3.05 nA², so even this equivalent model does not exist.

The consistent remedy is to change what the recursion assumes about one interval. Let K_ij(y) be the joint density of reading y and ending in state j, given that the interval began in i. If ρ_ij(f) is the joint density of ending in j and having been filled for a fraction f, including any concentrated weight at f = 0 or 1, then

K_ij(y) = ∫ρ_ij(f) G(y − μ₀ + Af)df,

where G is the zero-mean Gaussian density of the noise. Given the states at the interval boundaries, the readings are independent, so the likelihood is again a product summed over paths. Replacing P_ij b_j(y) by K_ij(y) leaves the scaled recursions intact, with the first reading treated as a full interval too. The updates derived above no longer apply, because the rates now also shape the distribution of currents. The likelihood can instead be maximized numerically over the rates, the levels and the noise.

Both versions assume two levels, constant rates and white noise. Drift, correlated amplifier noise or a second trap would require additions to the model. For an instantaneous sampler, Baum–Welch followed by the logarithm accounts for unseen switching. For an averaging detector, this procedure needs small x. Otherwise the reading within each interval must be modelled, or the covariance ratio can be used if s alone is wanted. That ratio has its own conditions: each reading must average over its own interval only, and the noise must be uncorrelated between readings. For the trap above, an RC filter with time constant Δt/2 would turn 500 s⁻¹ into 455 s⁻¹, and 4 nA noise whose correlation falls by a factor 0.1 per reading would turn it into 585 s⁻¹.
